# Giant oscillator strength and radiative lifetime of a weakly trapped exciton

## Problem

A neutral defect in a direct-gap semiconductor attracts excitons through a short-range potential and binds a whole exciton with energy $E_b$, measured from the bottom of the free-exciton band. This $E_b$ is distinct from the much larger energy that holds the electron and hole together. The exciton has mass $M$ and Bohr radius $a$. It emits light of angular frequency $\omega$ in a medium of refractive index $n$, and the trap is left empty.

(a) How does the oscillator strength of the bound exciton depend on $E_b$?

(b) Estimate the radiative lifetime for $\hbar\omega=2.5$ eV, $n=2.5$, $M=m_0$ (the free-electron mass) with equal electron and hole masses, $a=1.5$ nm, $E_b=2$ meV and a weakly allowed interband transition of strength $f_{cv}=0.02$, defined in the solution. These are round model parameters.

(c) Does weak binding by itself imply a nanosecond lifetime?

## Solution

### Oscillator strength from the pair wavefunction

Take one conduction and one valence band, each with two spin states, and a transition dipole along $z$. For light polarized along $z$, the oscillator strength between the crystal ground state $|0\rangle$ and the exciton $|X\rangle$ is

$$f=\frac{2\,|\langle 0|P_z|X\rangle|^2}{m_0\hbar\omega}.$$

The bright exciton is the spin singlet

$$|X\rangle=\frac{1}{\sqrt2}\sum_\sigma\int d^3r_e\,d^3r_h\,\Psi(\mathbf r_e,\mathbf r_h)\,\psi^\dagger_{c\sigma}(\mathbf r_e)\psi_{v\sigma}(\mathbf r_h)|0\rangle .$$

The momentum operator transfers an electron between the bands at one point, with interband matrix element $p_{cv}$. Each spin therefore contributes $p_{cv}/\sqrt2$ times the integral of $\Psi(\mathbf r,\mathbf r)$, and the two spins add to $\sqrt2\,p_{cv}$. Including the phase of a photon with wavevector $\mathbf k$, where $k=n\omega/c$,

$$f=f_{cv}\left|\int d^3r\,\Psi(\mathbf r,\mathbf r)e^{-i\mathbf k\cdot\mathbf r}\right|^2,\qquad f_{cv}=\frac{4|p_{cv}|^2}{m_0\hbar\omega}.$$

If $E_b$ is small compared with the electron-hole binding energy, and the bound state extends well beyond $a$, the exciton is mostly outside the short-range trap, where its internal motion is that of a free exciton. Inside the trap the internal motion may be strongly distorted, but that region contributes little to the overlap when the binding is weak. To leading order,

$$\Psi(\mathbf r_e,\mathbf r_h)=\phi(\mathbf r_e-\mathbf r_h)\,F(\mathbf R),$$

with $\mathbf R$ the centre of mass. A full two-particle calculation on a one-dimensional lattice, with the trap acting on the electron alone, agrees with this separation to better than 1% in the oscillator strength. The 0.7% deficit on the 161-site lattice of the output comes from the lattice ends cutting off the tail of the bound state; on longer lattices the ratio settles at 1.002. That test uses a shallow trap, which is enough to bind in one dimension. In three dimensions a short-range trap must exceed a minimum depth to bind at all, so the lattice figure does not measure the error there.

For a 1s exciton, $\phi=A e^{-r/a}$. Normalization requires

$$1=4\pi A^2\int_0^\infty r^2e^{-2r/a}\,dr=4\pi A^2\,\frac{2a^3}{8}=\pi a^3A^2,$$

so $|\phi(0)|^2=1/(\pi a^3)$. This is the probability density for the electron and hole to meet.

### Centre-of-mass integral

Outside the trap, $-(\hbar^2/2M)\nabla^2F=-E_bF$. For an s state put $F=u/R$. Then $u''=\kappa^2u$, with

$$\kappa=\frac{\sqrt{2ME_b}}{\hbar}.$$

The decaying solution is $F=Ce^{-\kappa R}/R$. If the trap radius is much smaller than $1/\kappa$, this form may be used at all $R$. Its normalization is

$$1=4\pi C^2\int_0^\infty e^{-2\kappa R}\,dR=\frac{2\pi C^2}{\kappa},\qquad C^2=\frac{\kappa}{2\pi}.$$

The angular average of $e^{-i\mathbf k\cdot\mathbf R}$ is $\sin(kR)/(kR)$, hence

$$\int F e^{-i\mathbf k\cdot\mathbf R}d^3R=\frac{4\pi C}{k}\int_0^\infty\sin(kR)e^{-\kappa R}dR=\frac{4\pi C}{\kappa^2+k^2}.$$

Squaring and inserting $C^2$ gives

$$\left|\int F e^{-i\mathbf k\cdot\mathbf R}d^3R\right|^2=\frac{8\pi\kappa}{(\kappa^2+k^2)^2}=\frac{8\pi}{\kappa^3}\,\frac{1}{(1+k^2/\kappa^2)^2}.$$

Multiplication by $f_{cv}/(\pi a^3)$ yields

$$f=\frac{8f_{cv}}{(\kappa a)^3}\,\frac{1}{(1+k^2/\kappa^2)^2}.$$

For $a\ll1/\kappa\ll1/k$ the last factor is close to one, and

$$\boxed{f\simeq\frac{8f_{cv}}{a^3}\left(\frac{\hbar^2}{2ME_b}\right)^{3/2}\propto E_b^{-3/2}}$$

at fixed $\omega$, $f_{cv}$ and $a$. This is the Rashba–Gurgenishvili giant oscillator strength, and it answers (a).

The physical content appears on comparison with a free exciton in a volume $V$. There $F$ has magnitude $1/\sqrt V$, and its phase matches that of the photon, so the squared integral equals $V$. The free-exciton strength per unit volume is thus $\mathcal F=f_{cv}/(\pi a^3)$, and for $k\ll\kappa$

$$f=\mathcal F\,\frac{8\pi}{\kappa^3}.$$

Because the state is small compared with $1/k$, its dipole amplitudes add in phase. The bound exciton then has the strength of a coherence volume $8\pi/\kappa^3$, which is an effective size and not a region with a sharp edge. Weaker binding enlarges this volume. The growth loses its $E_b^{-3/2}$ form when $1/\kappa$ approaches $1/k$, because distant parts of the state then radiate with different phases.

### Emission rate

For states separated by $\hbar\omega$, the momentum and dipole matrix elements obey $|\langle0|P_z|X\rangle|=m_0\omega d/e$. The definition of $f$ then gives

$$d^2=\frac{\hbar e^2f}{2m_0\omega}.$$

The zero-point energy of a photon mode is $\hbar\omega/2$, half of it electric. For a constant background index $n$ (the effect of dispersion is considered below),

$$\frac12\varepsilon_0n^2\langle E^2\rangle V=\frac{\hbar\omega}{4},\qquad \langle E^2\rangle=\frac{\hbar\omega}{2\varepsilon_0n^2V}.$$

For one propagation direction, at angle $\theta$ to the dipole, the two polarizations together contribute $d^2\sin^2\theta$. The golden rule gives

$$\Gamma=\frac{2\pi}{\hbar^2}\int\frac{V\,d^3k'}{(2\pi)^3}\,\frac{\hbar\omega'}{2\varepsilon_0n^2V}\,d^2\sin^2\theta\;\delta(\omega'-\omega),\qquad k'=\frac{n\omega'}{c}.$$

The angular integral of $\sin^2\theta$ is $8\pi/3$, and $k'^2dk'=(n^3/c^3)\,\omega'^2d\omega'$. Therefore

$$\Gamma=\frac{2\pi}{\hbar^2}\,\frac{1}{8\pi^3}\,\frac{\hbar\omega}{2\varepsilon_0n^2}\,\frac{n^3\omega^2}{c^3}\,\frac{8\pi}{3}\,d^2=\frac{n\omega^3d^2}{3\pi\varepsilon_0\hbar c^3}.$$

Inserting $d^2$,

$$\Gamma=\frac{ne^2\omega^2}{6\pi\varepsilon_0m_0c^3}\,f,\qquad \tau=\frac1\Gamma\propto E_b^{3/2}\quad(a\ll1/\kappa\ll1/k).$$

Because $F$ is spherical, the finite-$k$ factor is the same for all emission directions and is already contained in $f$.

### Numbers for part (b)

The given parameters yield $1/\kappa=4.365$ nm and $1/k=31.57$ nm. Hence

$$\kappa a=\frac{1.5}{4.365}=0.344,\qquad \frac{k}{\kappa}=\frac{4.365}{31.57}=0.138.$$

Without the finite-$k$ factor,

$$f=\frac{8\times0.02}{(0.3437)^3}=3.94.$$

The factor $(1+k^2/\kappa^2)^{-2}=0.963$ reduces this to $f=3.80$. An oscillator strength of one would give a lifetime of 4.425 ns at this frequency and index, so

$$\tau=\frac{4.425\ \text{ns}}{3.795}\simeq1.2\ \text{ns}=1.2\times10^{-9}\ \text{s}.$$

The word "giant" refers to the comparison with one unit cell. For a cell volume of 0.05 nm³, the free-exciton strength per cell is $9.4\times10^{-5}$. The coherence volume is 2090 nm³, or about $4.2\times10^4$ cells, and this is the enhancement at $k=0$.

| $E_b$ (meV) | $\kappa a$ | $f$ | $\tau$ (ns) |
|---:|---:|---:|---:|
| 1 | 0.24 | 10.3 | 0.43 |
| 2 | 0.34 | 3.8 | 1.2 |
| 4 | 0.49 | 1.4 | 3.2 |
| 8 | 0.69 | 0.49 | 9.1 |

The pure power law multiplies $\tau$ by $2^{3/2}=2.83$ at each doubling of $E_b$. With unrounded lifetimes, the first step in the table gives 2.72 and the last 2.80. The deficit comes from the finite-$k$ factor, which matters most for the largest bound state.

### How much does the trap radius matter?

The last row has $\kappa a=0.69$, where a zero-range trap is a poor approximation. A spherical well of radius $R_0$ shows the size of the error. Write $F=u/(\sqrt{4\pi N}\,R)$, with

$$u=\sin qR\ \ (R<R_0),\qquad u=s\,e^{-\kappa(R-R_0)}\ \ (R>R_0),\qquad s=\sin qR_0.$$

Continuity of $u'$ requires $q\cot qR_0=-\kappa$. Hence $\cos qR_0=-\kappa s/q$ and $s^2=q^2/(q^2+\kappa^2)$. The norm is

$$N=\frac{R_0}{2}-\frac{s\cos qR_0}{2q}+\frac{s^2}{2\kappa}
=\frac{R_0}{2}+\frac{s^2(\kappa^2+q^2)}{2\kappa q^2}=\frac{1+\kappa R_0}{2\kappa}.$$

The inner and outer parts of the overlap integral add to

$$\int_0^\infty Ru\,dR=\frac{s(1+\kappa R_0)}{q^2}+\frac{s(1+\kappa R_0)}{\kappa^2}.$$

Since $|\int F\,d^3R|^2=4\pi(\int Ru\,dR)^2/N$,

$$\left|\int F\,d^3R\right|^2=\frac{8\pi}{\kappa^3}(1+\kappa R_0)\left(1+\frac{\kappa^2}{q^2}\right).$$

Both corrections tend to one as $\kappa\to0$, so the exponent $-3/2$ is the weak-binding limit. Diagonalization of two wells just deep enough to bind, with $\kappa R_0=0.020$ and $0.040$, gives an exponent of $-1.486$. The small difference is expected: the factor $1+\kappa R_0$ adds about $\kappa R_0/2\simeq0.015$ to the exponent.

With equal masses, each carrier moves around the centre of mass at a typical distance comparable with $a$. Averaging over this motion spreads even a point-like trap over about that distance, so $R_0=a$ is a reasonable trial value. The averaging is only a guide to the range. A well of radius $a$ that binds by 2 meV has depth $\hbar^2(q^2+\kappa^2)/2M\simeq55$ meV, comparable with the electron-hole binding energy, and holds a fraction $1-s^2/(1+\kappa R_0)\simeq0.28$ of the probability, so the internal motion is not undisturbed there. At $E_b=2$ meV the strength then rises by a factor 1.39, and the lifetime falls from 1.17 to 0.84 ns. At 8 meV, the last row of the table, the formula gives a factor of 1.9. The estimate for (b) is therefore **about one nanosecond**, with an uncertainty of some tens of per cent from the trap shape alone.

### Which bulk quantity sets the lifetime?

The free-exciton resonance lies only $E_b/\hbar$ above the emission line, so in this section its frequency is also written $\omega$. Near it the dielectric function for fields along $z$ is

$$\varepsilon(\omega')=n^2+\frac{e^2\mathcal F}{\varepsilon_0m_0(\omega^2-\omega'^2)}.$$

Its zero is the longitudinal frequency $\omega_L$, which satisfies $\omega_L^2-\omega^2=e^2\mathcal F/(\varepsilon_0m_0n^2)$. For a small splitting $\omega_{LT}=\omega_L-\omega$, the left side is $2\omega\,\omega_{LT}$, so $e^2\mathcal F/(\varepsilon_0m_0)=2n^2\omega\,\omega_{LT}$. Substitution of $f=8\pi\mathcal F/\kappa^3$ into the rate gives, for $k\ll\kappa$,

$$\Gamma=\frac{n\omega^2}{6\pi c^3}\,\frac{8\pi}{\kappa^3}\,2n^2\omega\,\omega_{LT}=\frac83\,\omega_{LT}\left(\frac{k}{\kappa}\right)^3.$$

The lifetime thus depends on the bulk splitting as well as on the size of the bound state.

The splitting also limits the model. It makes the exciton energy depend on the angle between dipole and wavevector, which was neglected in the equation for $F$. This requires $\hbar\omega_{LT}\ll E_b$. Here $\hbar\omega_{LT}=0.083$ meV, or 4% of $E_b$. The other conditions also hold: the electron-hole binding energy, $\hbar^2/(2\mu a^2)$ with reduced mass $\mu=M/4$, is 68 meV, and $\hbar\Gamma/E_b=2.8\times10^{-4}$, so the level is sharp.

The index is not constant so close to the resonance. At the emission line, $E_b/\hbar$ below it, the dielectric function gives an index $n\sqrt{1+\hbar\omega_{LT}/E_b}$, which is 2% above $n$ in (b). The group index $n_g=c\,dk'/d\omega'$ is far larger than $n$, but it cancels from the rate. The density of photon modes is proportional to $n^2n_g$, while the squared field of each mode is proportional to $1/(nn_g)$. Their product is proportional to the phase index. In an isotropic medium, with the resonance present in all three polarizations, dispersion would therefore raise the rate in (b) by about 2%. With the transition dipole along $z$ only, the resonance enters $\varepsilon_{zz}$ alone. The rate of a dipole on the axis of such a uniaxial medium is proportional to $\sqrt{\varepsilon_{xx}}=n$, and this rise is absent. In either case the effect is small.

### Answer to part (c)

It does not. The scaling fixes how $\tau$ changes with $E_b$, while its magnitude also needs $f_{cv}$. With $f_{cv}=2\times10^{-4}$ and the other parameters of (b), all the conditions above still hold, but $\tau$ is 100 times longer, about 120 ns. For a rough estimate in the opposite direction, take a fully allowed transition with $f_{cv}=10$. Keep the same $\omega$, $n$, $M$ and $a$ for comparison, although such strong coupling between the bands would by itself favour a lighter exciton. At $\kappa a=1$, already the edge of the weak-binding regime, the $k=0$ formula gives

$$\tau=\frac{4.425\ \text{ns}}{8\times10}=0.055\ \text{ns}.$$

This figure is only formal. Here $E_b=\hbar^2/(2Ma^2)=17$ meV, while $\hbar\omega_{LT}$, which is proportional to $f_{cv}$, would be about 40 meV, so the condition $\hbar\omega_{LT}\ll E_b$ fails. Within the same formula $\tau\propto(\kappa a)^3$, and a lifetime of 1 ns would need $\kappa a=(1/0.0553)^{1/3}=2.6$. The bound state would then be smaller than the exciton itself, and neither the separation of $\Psi$ nor the zero-range form of $F$ could be trusted. Within the weak-binding regime, the nanosecond result in (b) rests on the weakly allowed transition. This says nothing about impurity-bound excitons of allowed transitions with $\kappa a$ of order one or larger, which lie outside the range of the formula.

All these lifetimes are radiative and belong to the bright singlet at low temperature. Nonradiative decay would shorten the measured lifetime, and exchange of population with dark triplet states would alter the observed decay. The numerical output below lists the main values and checks.

## Table of computed values

```
photon energy: 2.50 eV
refractive index: 2.50
exciton mass: 1.00 m0
exciton Bohr radius a: 1.50 nm
trap binding energy E_b: 2.00 meV
cell volume: 0.050 nm^3
interband strength f_cv: 0.020
electron-hole binding energy: 67.7 meV
bound-state length 1/kappa: 4.365 nm
photon length 1/k: 31.57 nm
kappa*a: 0.3437
k/kappa: 0.1382
coherence volume 8 pi/kappa^3: 2089.7 nm^3
free-exciton strength per cell: 9.4314e-05
enhancement over one cell, k=0: 4.1794e+04
bound strength, k=0: 3.9417
finite-k factor: 0.9628
bound strength, finite k: 3.7953
rate for f=1: 2.2600e+08 1/s
lifetime for f=1: 4.425 ns
radiative rate: 8.5773e+08 1/s
lifetime, zero-range trap, k=0: 1.123 ns
lifetime, zero-range trap, finite k: 1.166 ns
well of radius a, strength factor at k=0: 1.3947
well of radius a, strength, finite k: 5.2911
well of radius a, lifetime: 0.836 ns
LT splitting: 0.0832 meV
LT splitting / E_b: 0.0416
hbar*rate / E_b: 2.823e-04
scan E_b=1 meV: kappa*a=0.243, f=10.343, lifetime=0.428 ns
scan E_b=2 meV: kappa*a=0.344, f=3.795, lifetime=1.166 ns
scan E_b=4 meV: kappa*a=0.486, f=1.367, lifetime=3.236 ns
scan E_b=8 meV: kappa*a=0.687, f=0.488, lifetime=9.066 ns
allowed exciton f_cv: 10.0
allowed, lifetime at kappa*a=1, k=0: 0.0553 ns
allowed, kappa*a formally needed for 1 ns: 2.625
test, spin weight: 2.000
test, lattice kappa: 0.0755 per site
test, pair sum / separated formula: 0.9928
test, radial wells kappa*R0: 0.0199, 0.0396
test, exponent of strength in E_b: -1.4857
test, mode sum / rate formula: 0.99850
test, LT rate / direct rate: 0.999983
```
